# Interface and spreading resistance of a disc contact do not simply add

To extract the specific resistivity $\rho_c$ of a metal-semiconductor interface from the measured resistance of a round contact, one must decide how much to subtract for current spreading in the semiconductor. A tempting value is $\rho/(4a)$, the spreading resistance of an equipotential disc of radius $a$ on material of resistivity $\rho$. For a contact of radius 1 µm with the rough silicide parameters used below, that choice returns a $\rho_c$ that is 13.5 % too large. For a radius of 10 µm it returns one 49 % too large, although the measurement is perfect in both cases.

## The belief and its appeal

The belief is that

$$R_{\rm sum}=\frac{\rho}{4a}+\frac{\rho_c}{\pi a^2}$$

is the exact resistance, because the same current crosses first the interface and then the semiconductor. Each term is correct for its own problem, and the sum has the right leading behaviour for both small and large $\rho_c$.

Two resistances add, however, when they meet at a common potential. The first term requires the semiconductor surface under the contact to be an equipotential, which crowds current towards the rim. The second requires uniform current. The sum would be exact if an ideally conducting sheet lay between interface and semiconductor, letting current rearrange sideways at no cost. A real contact has no such sheet.

## The boundary-value problem

Let the semiconductor fill $z>0$, with potential $\phi$ vanishing at infinity. The metal is at potential $V$, the surface outside the disc is insulating, and $J(r)=-\rho^{-1}\partial_z\phi|_{z=0}$ is the current density entering the semiconductor. A linear, local interface imposes

$$V-\phi(r)=\rho_cJ(r),\qquad r<a. \tag{1}$$

Here $\phi(r)$ means the surface value. The one dimensionless parameter is $\beta=\rho_c/(\rho a)$.

A decaying axial solution is $\phi(r,z)=\int_0^\infty A(k)e^{-kz}J_0(kr)\,dk$, so $\rho J=\int kA\,J_0(kr)\,dk$. Comparison with the Hankel pair

$$\hat J(k)=\int_0^aJ(r)J_0(kr)r\,dr,\qquad J(r)=\int_0^\infty k\hat J(k)J_0(kr)\,dk$$

gives $A=\rho\hat J$, hence

$$\phi(r)=\rho\int_0^\infty\hat J(k)J_0(kr)\,dk. \tag{2}$$

**Equipotential limit.** Take $J_e=I/(2\pi a\sqrt{a^2-r^2})$, which integrates to $I$. Putting $r=a\sin\theta$, expanding $J_0$ and using $\int_0^{\pi/2}\sin^{2m+1}\theta\,d\theta=4^m(m!)^2/(2m+1)!$ gives the sine series, so $\hat J_e=I\sin(ka)/(2\pi ak)$. In (2), write $J_0(kr)=(2/\pi)\int_0^{\pi/2}\cos(kr\sin\theta)\,d\theta$. Since $\int_0^\infty\sin(ka)\cos(kb)\,dk/k=\pi/2$ for $0\le b<a$, the surface potential is constant, $\phi=\rho I/(4a)$.

**Uniform limit.** A surface point source $dI$ produces $\rho\,dI/(2\pi s)$ at distance $s$. Integrating a uniform current density $J_0=I/(\pi a^2)$ (written without an argument, unlike the Bessel function) in polar coordinates about the field point leaves the distance to the rim, $-r\cos\theta+\sqrt{a^2-r^2\sin^2\theta}$, integrated over angle. The cosine drops out:

$$\phi_0(r)=\rho J_0a\,f(r),\qquad f=\frac2\pi E\!\left(\frac{r^2}{a^2}\right),\qquad E(m)=\int_0^{\pi/2}\!\sqrt{1-m\sin^2\theta}\,d\theta.$$

The area average of $f$ is $(2/\pi)\int_0^1E\,dm$. Doing the $m$ integral first,

$$\int_0^1E\,dm=\frac23\int_0^{\pi/2}\frac{1-\cos^3\theta}{\sin^2\theta}d\theta=\frac23\int_0^{\pi/2}\!\left[\cos\theta+\frac1{1+\cos\theta}\right]d\theta=\frac43.$$

Thus $\langle\phi_0\rangle/I=8\rho/(3\pi^2a)=0.27019\,\rho/a$, compared with $0.25\,\rho/a$ for the equipotential.

## Why the sum is a strict lower bound

For any radial trial current define the power

$$W[J]=\rho_c\int J^2dA+Q[J],\qquad Q[J]=\int J\phi[J]\,dA=2\pi\rho\int_0^\infty\hat J^2dk.$$

The last form follows from (2) and shows that $Q$ is symmetric and positive. Change the true current by $\delta$, keeping the total current fixed so that $\int\delta\,dA=0$:

$$W[J+\delta]=W[J]+2\int\delta\,(\rho_cJ+\phi)\,dA+W[\delta].$$

By (1) the bracket is the constant $V$, so the middle term vanishes. The true current therefore minimises $W$, and its value is $VI=RI^2$.

The same argument with $\rho_c=0$ gives $Q\ge\rho I^2/(4a)$, with equality for $J_e$ alone. The Cauchy-Schwarz inequality gives $\int J^2dA\ge I^2/(\pi a^2)$, with equality for uniform current alone. No current satisfies both equalities. Using uniform current as a trial gives an upper bound, also strict because $\phi_0$ is not constant and (1) fails. For every finite $\rho_c>0$,

$$\frac{\rho}{4a}+\frac{\rho_c}{\pi a^2}<R<\frac{8\rho}{3\pi^2a}+\frac{\rho_c}{\pi a^2}. \tag{3}$$

The excess $\Delta=R-R_{\rm sum}$ is thus positive and below $0.02019\,\rho/a$.

## Redistribution between the limits

Let $j=J/I$, $n=\int j^2dA$ and $q=Q[j]$, so $R=\rho_cn+q$. For two interfaces with $\rho_1<\rho_2$, using each solution as a trial for the other gives $R_2\le\rho_2n_1+q_1$ and $R_1\le\rho_1n_2+q_2$. Subtracting $R_1=\rho_1n_1+q_1$ from the first, and the second from $R_2=\rho_2n_2+q_2$, gives

$$n_2\le\frac{R_2-R_1}{\rho_2-\rho_1}\le n_1 .$$

As the two values merge, $dR/d\rho_c=n$. A more resistive interface makes the current more uniform, so $n$ falls towards $1/(\pi a^2)$. The second trial inequality gives $q_2-q_1\ge\rho_1(n_1-n_2)\ge0$, so the spreading part rises. Since $n\ge1/(\pi a^2)$, $\Delta$ rises too.

**Nearly uniform current.** For large $\beta$ write $J=J_0+J_1$ with $\int J_1dA=0$. To first order, (1) gives $J_1=-(\phi_0-\langle\phi_0\rangle)/\rho_c$. Averaging (1) over the disc gives the exact relation $R=\rho_c/(\pi a^2)+\langle\phi\rangle/I$. By the symmetry of $Q$,

$$\langle\phi[J_1]\rangle=\frac{1}{\pi a^2J_0}\int J_1\phi_0\,dA=-\frac{{\rm Var}(\phi_0)}{\rho_cJ_0}.$$

Division by $I=\pi a^2J_0$ yields

$$\frac{Ra}{\rho}=\frac\beta\pi+\frac8{3\pi^2}-\frac{{\rm Var}(f)}{\pi\beta}+\dots,\qquad\frac{{\rm Var}(f)}\pi=0.003099 .$$

The excess therefore approaches its upper limit, not zero, as the interface becomes dominant. It becomes negligible only relative to $R$.

**Nearly equipotential surface.** For small $\beta$, insert $J_e$ into $n$, stopping a distance $\delta a$ from the rim:

$$a^2n\simeq\int_0^{1-\delta}\frac{2\pi x\,dx}{4\pi^2(1-x^2)}\simeq\frac1{4\pi}\ln\frac1{2\delta}.$$

This diverges as $\delta\to0$, so the interface must alter the rim current however small $\rho_c$ is. A density $J$ varying over a length $\delta a$ produces potential differences of order $\rho J\delta a$. These are comparable with the interface drop $\rho_cJ$ when $\delta\sim\beta$, which sets the cutoff. Integrating $dR/d\rho_c=n$ from zero then gives, to leading order,

$$\frac{Ra}\rho\simeq\frac14+\frac\beta{4\pi}\left[\ln\frac1\beta+C\right]. \tag{4}$$

The cutoff argument fixes the logarithm but not $C$; the numerical solution gives $C\approx2.27$. Since $J_e$ varies as $\delta^{-1/2}$ near the rim, the same cutoff makes the edge density grow as $\beta^{-1/2}$. Numerically it is about $0.62\,\beta^{-1/2}$ times the mean.

## Solving for any interface

Set $a=\rho=1$ and expand $J=\sum_nc_nP_n(1-2r^2)$ in Legendre polynomials. With $u=r^2$, Rodrigues' formula is $P_n(1-2u)=(1/n!)\,d^n[u^n(1-u)^n]/du^n$. Integrating by parts $n$ times,

$$\int_0^1P_n(1-2u)u^m\,du=\frac{(-1)^n(m!)^2}{(m-n)!\,(m+n+1)!}\quad(m\ge n),$$

and zero for $m<n$. Inserting the power series of $J_0(k\sqrt u)$ and setting $p=m-n$ gives

$$\hat P_n=\frac12\sum_{p\ge0}\frac{(-1)^p(k/2)^{2p+2n}}{p!\,(p+2n+1)!}=\frac{J_{2n+1}(k)}k.$$

Now multiply (1) by $P_m\,r\,dr$ and integrate. Since $\int_0^1P_n^2\,r\,dr=1/(4n+2)$,

$$\sum_nM_{mn}c_n=\frac V2\delta_{m0},\qquad M_{mn}=\frac{\beta\,\delta_{mn}}{4n+2}+S_{mn},\qquad S_{mn}=\int_0^\infty\frac{J_{2m+1}J_{2n+1}}{k^2}dk.$$

To evaluate $S_{mn}$, write each Bessel function as an angular average of $e^{i(k\sin\alpha-\mu\alpha)}$ and use half the sum and half the difference of the two angles as variables. With $d=m-n$, $s=m+n$ and $N=2s+2$, this gives Neumann's formula

$$J_{2m+1}(k)J_{2n+1}(k)=\frac2\pi\int_0^{\pi/2}J_N(2k\cos\theta)\cos(2d\theta)\,d\theta.$$

Substituting $t=2k\cos\theta$ turns the $k$ integral into $2\cos\theta\int_0^\infty J_N(t)\,dt/t^2$. The recurrence $2NJ_N/t=J_{N-1}+J_{N+1}$, with $\int_0^\infty J_N\,dt=1$, gives first $\int J_N\,dt/t=1/N$ and then

$$\int_0^\infty\frac{J_N}{t^2}dt=\frac1{2N}\left[\frac1{N-1}+\frac1{N+1}\right]=\frac1{N^2-1}.$$

The remaining angular integral is $\int_0^{\pi/2}\cos\theta\cos2d\theta\,d\theta=(-1)^d/(1-4d^2)$. Hence

$$S_{mn}=\frac{4(-1)^d}{\pi(1-4d^2)(2s+1)(2s+3)}.$$

Only $c_0$ carries net current, $I=\pi c_0$, so $R=2/[\pi(M^{-1})_{00}]$ in units of $\rho/a$. Keeping two modes, $(M^{-1})_{00}=M_{11}/(M_{00}M_{11}-M_{01}^2)$ and

$$\frac{Ra}\rho\simeq\frac\beta\pi+\frac8{3\pi^2}-\frac2\pi\,\frac{[4/(45\pi)]^2}{\beta/6+4/(35\pi)}. \tag{5}$$

The projected equations minimise $W$ within the chosen modes, so (5) is an upper bound. Its largest error on a grid of values from $\beta=0.1$ to 100 is 0.43 % of $R$.

The full mode solution gives, with $R$ and $\Delta$ in units of $\rho/a$ and densities relative to the mean:

| $\beta$ | $R$ | $\Delta$ | centre | edge |
|---|---|---|---|---|
| 0.01 | 0.2556 | 0.0024 | 0.519 | 6.39 |
| 0.1 | 0.2912 | 0.0093 | 0.623 | 2.27 |
| 1 | 0.5859 | 0.0176 | 0.883 | 1.19 |
| 10 | 3.4530 | 0.0199 | 0.985 | 1.02 |

The centre density moves from near its equipotential value of one half towards one. A separate finite-volume solution of Laplace's equation, without the mode expansion, was tested against these equations at $\beta=0.1$, $1/3$, 1 and 10. The largest relative difference in $R$ was $1.5\times10^{-6}$.

## A contact in ohms

Take $\rho=3\times10^{-3}$ Ω cm, $\rho_c=10^{-7}$ Ω cm² and $a=1$ µm. Then $\rho_c/\rho=333$ nm, $\beta=0.333$ and $\rho/a=30$ Ω. The simple sum is

$$R_{\rm sum}=\frac{30}{4}+\frac{10^{-7}}{\pi(10^{-4})^2}=7.500+3.183=10.683\ \Omega.$$

The mode solution gives 11.113 Ω, and (5) gives 11.122 Ω. Of the 0.430 Ω excess, $7.817-7.500=0.317$ Ω is additional dissipation in the semiconductor and $3.296-3.183=0.113$ Ω is additional dissipation at the interface. Both parts exceed their separate minima, as the derivation requires. At 0.1 mA the interface drop is 0.241 mV at the centre and 0.479 mV at the rim, so the potential of the semiconductor surface varies by 0.238 mV, about a fifth of the 1.111 mV total.

The sum misses just 3.9 % of $R$ here, close to its largest shortfall, 3.88 % near $\beta=0.30$. Extraction assigns the whole discrepancy to the smaller term: $0.430/3.183=13.5$ %. With $\rho$ and $\rho_c$ held fixed, the ratio of apparent to true $\rho_c$ depends on radius:

| $a$ (µm) | subtract $\rho/(4a)$ | subtract $8\rho/(3\pi^2a)$ |
|---|---|---|
| 0.3 | 1.050 | 0.993 |
| 1 | 1.135 | 0.945 |
| 3 | 1.276 | 0.705 |
| 10 | 1.493 | −0.410 |

The first error grows with radius because $R$ is concave in $\rho_c$: the average slope from zero interface resistance increases as $\beta$ falls, logarithmically according to (4). The second subtraction is good for small contacts, but it gives a negative resistivity once $R$ falls below the uniform-current spreading value. Neither fixed subtraction serves all radii. Since $R$ rises monotonically with $\beta$, one can instead solve the mode equations for $\beta$ at the measured $R$, or use (5) within its stated range. The error of (5) is also amplified in extraction: at $\beta=0.1$ its 0.43 % error in $R$ becomes about 4 % in $\rho_c$.

## Where a real contact departs from the model

The inputs describe a good, low-resistance silicide contact on a thick, heavily doped n-type silicon wafer at 300 K. The chosen $\rho$ corresponds to about $2\times10^{19}$ electrons per cm³. At that doping, $\rho_c=10^{-7}$ Ω cm² requires a low barrier, near 0.3 eV, or a very thin surface layer under the contact doped to about $10^{20}$ cm⁻³. Such a layer would also carry current sideways, like the conducting sheet described at the start: treated as a sheet added on top of the half-space, with a thickness of 10 nm and a resistivity of $8\times10^{-4}$ Ω cm, it would lower the excess by about 0.07 Ω if it ends at the rim of the contact. If it continues beyond the rim, as an implanted or epitaxial layer often does, it also carries current outwards and lowers $R$ by about 0.32 Ω, most of the excess. The results above leave this out. An ordinary 0.6 eV barrier without such a layer would give $\rho_c$ of order $10^{-5}$ Ω cm², and the excess would then be only a few tenths of a per cent of $R$ at this radius (about 0.2 % at $10^{-5}$ Ω cm²). Unstrained cubic silicon has isotropic low-field conductivity, and tunnelling through the barrier is already represented by $\rho_c$. The most serious departure is the equipotential metal. If a silicide of 5 Ω per square is fed from its rim and collects uniform current, the current through radius $r$ is $Ir^2/a^2$, and integrating its dissipation gives $R_s/(8\pi)=0.199$ Ω, nearly half the excess. Current weighted towards the rim, as here, gives somewhat less. A thick metal cap over the whole disc reduces this to 0.0024 Ω. A 10 K drift, at an assumed 0.1 % per kelvin in $\rho$, changes the spreading term by 0.075 Ω. A standard ballistic estimate, with a 3.4 nm mean free path, adds 0.043 Ω, some of which a measured $\rho_c$ may already contain. The depletion fringe is at most about 1.2 % of the contact area for barriers up to 0.6 eV, and interface nonlinearity at the rim is below 0.5 %. A grounded back face 500 µm away lowers $R$ by 0.0066 Ω, and self-heating is below 1 mK. The 0.430 Ω excess is therefore several times larger than each of these corrections taken singly, if the metal is capped, no more heavily doped layer extends beyond the rim, and $\rho$ is known to about one per cent. To observe it, one must also know the radius well, since one per cent in $a$ changes $R_{\rm sum}$ by 0.14 Ω. A single resistance cannot distinguish the excess from a larger $\rho_c$, so one needs either an independent value of $\rho_c$, accurate to much better than 13.5 %, or contacts of several radii with $\rho$ measured separately. If $\rho$ and $\rho_c$ are both fitted, the simple sum can match the resistances for radii from 0.3 to 10 µm to within 1 %, and the excess is easily missed. In a doped layer thinner than the contact radius, current must flow sideways beneath the contact; the half-space result then does not apply. The program and its output give the remaining inputs and intermediate values.

## Computed values

```
SCALED RESULTS (resistance in units of rho/a)
equipotential spreading 0.25000, uniform-current 0.27019
largest possible excess over the sum: 0.02019
beta | R | excess | J centre/mean | J edge/mean | outer-half-area share
 0.01 | 0.25558 | 0.00239 | 0.5191 | 6.3948 | 0.6945
 0.10 | 0.29115 | 0.00932 | 0.6225 | 2.2670 | 0.6351
 1.00 | 0.58592 | 0.01761 | 0.8826 | 1.1932 | 0.5345
10.00 | 3.45298 | 0.01989 | 0.9853 | 1.0210 | 0.5041
outer-half share, equipotential limit (Laplace solver): 0.7071
largest relative difference of R, two solvers: 1.5e-06
two-mode formula, largest error for beta 0.1 to 100: 0.43 %
large beta: correction times beta -0.003096, predicted -0.003099
small beta: coefficient of logarithm 0.996 (theory 1)
small beta: constant C = 2.27
small beta: (J edge/mean)*sqrt(beta) = 0.624
largest shortfall of the sum: 3.88 % of R, at beta = 0.30
EXAMPLE: silicide disc on n+ silicon, rough typical inputs
rho = 3.0e-03 ohm cm, rho_c = 1.0e-07 ohm cm2
radius = 1.0 um, T = 300 K, I = 0.1 mA
rho_c/rho = 333 nm, beta = 0.3333, rho/a = 30.0 ohm
usual sum: 7.500 + 3.183 = 10.683 ohm
true R = 11.113 ohm, excess = 0.430 ohm
dissipative parts: spreading 7.817, interface 3.296 ohm
two-mode formula R = 11.122 ohm
J/mean: centre 0.759, edge 1.504; outer half carries 0.577
interface drop: centre 0.241, edge 0.479 mV
total contact voltage = 1.111 mV
apparent/true rho_c after subtracting equipotential | uniform spreading
a =  0.3 um, beta = 1.1111, R = 62.1506 ohm: 1.050 | 0.993
a =  1.0 um, beta = 0.3333, R = 11.1130 ohm: 1.135 | 0.945
a =  3.0 um, beta = 0.1111, R = 2.9513 ohm: 1.276 | 0.705
a = 10.0 um, beta = 0.0333, R = 0.7975 ohm: 1.493 | -0.410
NEGLECTED EFFECTS at radius 1 um (rough material inputs)
wafer 500 um thick, grounded back: -0.0066 ohm
sheet resistance: silicide 5.00, with cap 0.059 ohm/sq
rim-fed metal: silicide only 0.199, with cap 0.0024 ohm
mobility 100 cm2/Vs, electron density 2.08e+19 cm-3
zero-temperature Fermi energy 26.1 meV, kT 25.9 meV
mean free path 3.4 nm, ballistic term 0.043 ohm
barrier 0.6 eV, depletion width 6.1 nm, fringe area share 1.22 %
tunnelling energy E00 48.6 meV, slope energy E0 50.9 meV
interface nonlinearity at the edge: about 0.47 %
self-heating (100 W/mK): 0.28 mK
10 K drift at 0.1 %/K in rho: 0.075 ohm
```
